# Screening of perpendicular magnetic fields by an ultrathin superconducting film

A flat superconducting film fills the region \(-d<z<0\). Its London depth is \(L\), its thickness \(d\) is much smaller than \(L\), and the materials above and below it are non-magnetic. The film is isotropic, its current responds locally to the vector potential, and it is at first taken to be laterally infinite. A static magnetic field with a component perpendicular to the film is applied from above. The problem is to find the lateral distance over which the film screens this component, and the form of the screening. SI units are used.

**(a) A source above the film produces a field that varies along \(x\) with wavenumber \(q>0\). What fraction \(S(q)\) of it is found below a film of any thickness?**

**Solution.** Take the vector potential along \(y\), with the common factor \(e^{iqx}\) left out. Below its source the applied potential obeys \(\nabla^2A=0\), so \(A''=q^2A\), and the solution that decays away from the source is \(e^{qz}\), with unit amplitude. Since \(B_z=\partial_xA_y=iqA\), ratios of \(A\) are also ratios of \(B_z\).

In the film, with no vortices present, the London relation is
\[
\mathbf j=-\frac{\mathbf A}{\mu_0L^2}.
\]
It requires \(\nabla\cdot\mathbf A=0\) and no normal component of \(\mathbf A\) at the faces. A potential along \(y\) that does not depend on \(y\) satisfies both conditions, so the current stays in the plane. Ampère's law, \(-\nabla^2\mathbf A=\mu_0\mathbf j\), becomes
\[
A''=Q^2A,\qquad Q^2=q^2+\frac1{L^2}.
\]

Let \(S\) be the field below the film divided by the applied field at the same point. Then \(A=Se^{qz}\) for \(z<-d\). Both \(A\) and \(A'\) are continuous at the faces, because \(B_x=-A'\) could jump only across a surface current of zero thickness, and the current here is spread through the film. At \(z=-d\) we therefore have \(A=Se^{-qd}\) and \(A'=qSe^{-qd}\), and inside the film
\[
A=Se^{-qd}\left[\cosh Q(z+d)+\frac qQ\sinh Q(z+d)\right].
\]
Above the film the induced current adds a field that decays upward, so \(A=e^{qz}+Re^{-qz}\). At \(z=0\) this gives \(A=1+R\) and \(A'/q=1-R\), and the unknown \(R\) drops out of the sum \(A+A'/q=2\). The inner solution must give the same sum:
\[
Se^{-qd}\left[\cosh Qd+\frac qQ\sinh Qd+\frac Qq\sinh Qd+\cosh Qd\right]=2 .
\]
Hence
\[
\frac1S=e^{-qd}\left[\cosh Qd+\frac12\left(\frac qQ+\frac Qq\right)\sinh Qd\right].
\]
If \(L\to\infty\), then \(Q=q\), the bracket is \(e^{qd}\), and \(S=1\), as it must be without a superconductor.

**(b) Reduce this result to \(d\ll L\). Which length appears, and how large is the first correction?**

**Solution.** It is easiest to follow the current that the film adds. The decaying solution of \(-A''+q^2A=\delta(z-z')\) is \(e^{-q|z-z'|}/2q\), so
\[
A(z)=e^{qz}-\frac1{2qL^2}\int_{-d}^{0}e^{-q|z-z'|}A(z')\,dz'.
\]
For a point below the film \(|z-z'|=z'-z\). Division by \(e^{qz}\) gives
\[
S=1-\frac1{2qL^2}\int_{-d}^{0}e^{-qz'}A(z')\,dz'.
\]

To first order \(A(z')=e^{qz'}\). The two exponentials cancel, and
\[
S=1-\varepsilon,\qquad \varepsilon=\frac{d}{2qL^2}.
\]
To second order the first-order change of \(A(z')\) is inserted, which adds
\[
\frac1{(2qL^2)^2}\iint e^{q(z''-z')-q|z'-z''|}\,dz'dz''.
\]
Where \(z''>z'\) the integrand is 1. In the other half of the square it is \(e^{-2q|z'-z''|}\). If \(m\) is the mean of this exponential over all pairs of points in the film, the added term is \(\varepsilon^2(1+m)/2\). Inverting the series gives
\[
\frac1S=1+\varepsilon+\varepsilon^2-\frac{\varepsilon^2(1+m)}2+\dots
=1+\varepsilon\left[1+\frac{\varepsilon(1-m)}2+\dots\right].
\]

This is an expansion in \(1/L^2\) at fixed \(qd\). Because \(1-e^{-y}\le y\) and the mean distance between two points in the film is \(d/3\), we have \(1-m\le 2qd/3\). The correction in the bracket is then at most
\[
\frac{\varepsilon}{2}\cdot\frac{2qd}{3}=\frac{d}{2qL^2}\cdot\frac{qd}{3}=\frac{d^2}{6L^2}.
\]

For \(q\to0\), \(\varepsilon\) itself becomes large, so this end is taken from the full formula of part (a). There \(Q\to1/L\), the term with \(Q/q\) dominates, and
\[
\frac1S\to\frac{\sinh(d/L)}{2qL}=\varepsilon\,\frac{\sinh(d/L)}{d/L}.
\]
The last factor is \(1+d^2/6L^2\) to leading order, in agreement with the bound. In a numerical test with \(d/L=0.0125\), 0.1 and 0.5, and \(qd\) from 0.001 to 5, the relative correction to \(\varepsilon\) was positive and did not exceed \(\sinh(d/L)/(d/L)-1\).

Dropping the correction and writing \(\varepsilon=1/(Pq)\), we obtain
\[
S(q)=\frac{Pq}{1+Pq},\qquad P=\frac{2L^2}{d}.
\]
The length \(P\) is the Pearl length. It exceeds \(L\) by the factor \(2L/d\). Patterns with \(q\gg1/P\) pass almost unchanged, and patterns with \(q\ll1/P\) are reduced to the small fraction \(Pq\). Half of the field passes at \(q=1/P\), which is a spatial period of \(2\pi P\).

A film much thinner than \(L\) can screen at all because the current follows \(A\), and \(|A|=|B_z|/q\) grows with the width of the pattern. Here \(B_z\) is the total field in the film, not the applied field alone. A wide pattern drives a large current per unit of this total field, which makes up for the small thickness.

**(c) A vortex carrying one flux quantum \(\Phi_0\) pierces the film. Find its perpendicular field in wavenumber space.**

**Solution.** At lateral distances much greater than \(d\) the film may be treated as a sheet with current per unit width \(\mathbf K\). Around a vortex the phase of the superconducting state winds once, and the London relation becomes
\[
\mathbf K=-\frac{d}{\mu_0L^2}\left(\mathbf A-\frac{\Phi_0}{2\pi r}\hat{\boldsymbol\varphi}\right).
\]
The curl of \(\hat{\boldsymbol\varphi}/2\pi r\) is \(\delta(\mathbf r)\) along \(z\), and \(L^2/d=P/2\). Taking the curl therefore gives
\[
B_z+\frac{\mu_0P}{2}(\nabla\times\mathbf K)_z=\Phi_0\,\delta(\mathbf r).
\]

Static current has no divergence, so it can be written \(\mathbf K=\nabla\times(g\hat{\mathbf z})\). Then \((\nabla\times\mathbf K)_z=-\nabla^2g\), which is \(q^2g\) in wavenumber space. By the Green function of part (b), a sheet current produces in its own plane the potential \(\mathbf A=\mu_0\mathbf K/2q\). The curl of this is
\[
B_z=\frac{\mu_0}{2q}\,q^2g=\frac{\mu_0q}{2}\,g .
\]
Insertion into the London equation gives
\[
\frac{\mu_0q}{2}\,g\,(1+Pq)=\Phi_0,
\]
\[
g(q)=\frac{2\Phi_0}{\mu_0q(1+Pq)},\qquad B_z(q)=\frac{\Phi_0}{1+Pq}.
\]
At \(q=0\) the transform is the total flux, which is \(\Phi_0\). The factor 2 in \(P\) comes from the \(1/2q\) of the sheet's own potential, because the current sends field into both half-spaces.

The same equations return part (b). With an applied field \(B_a\) and no vortex, \(\mu_0qg/2=B_z-B_a\) and the right-hand side is zero, so \(B_z+Pq(B_z-B_a)=0\) and \(B_z=PqB_a/(1+Pq)\).

**(d) Find the field and current of the vortex at distance \(r\), their near and far limits, and the flux within \(r\).**

**Solution.** For a function of \(|\mathbf q|\) alone, the inverse transform is \(\frac1{2\pi}\int_0^\infty qJ_0(qr)(\dots)\,dq\). With \(k=Pq\) and \(x=r/P\),
\[
g(r)=\frac{\Phi_0}{\pi\mu_0P}\,G(x),\qquad G(x)=\int_0^\infty\frac{J_0(kx)}{1+k}\,dk .
\]
Write \(1/(1+k)=\int_0^\infty e^{-s(1+k)}ds\) and use the standard integral \(\int_0^\infty e^{-sk}J_0(kx)\,dk=1/\sqrt{s^2+x^2}\). Then
\[
G(x)=\int_0^\infty\frac{e^{-s}}{\sqrt{s^2+x^2}}\,ds .
\]
For the field, split \(q/(1+Pq)=\frac1P\left[1-1/(1+Pq)\right]\). The first part gives \(\int_0^\infty J_0(qr)\,dq=1/r\), the second gives \(G/P\), and
\[
B_z(r)=\frac{\Phi_0}{2\pi P^2}\left[\frac1x-G(x)\right].
\]
The current runs around the vortex with \(K=-dg/dr\):
\[
K(r)=\frac{\Phi_0}{\pi\mu_0P^2}F(x),\qquad F=-\frac{dG}{dx}=x\int_0^\infty\frac{e^{-s}\,ds}{(s^2+x^2)^{3/2}} .
\]

*Near the vortex, \(x\ll1\).* Put \(s=xt\). Then \(F=\frac1x\int_0^\infty e^{-xt}(1+t^2)^{-3/2}dt\to\frac1x\), since the integral tends to 1. The same substitution shows that \(G\) grows only as \(\ln(1/x)\), which is small beside \(1/x\). Therefore
\[
B_z\to\frac{\Phi_0}{2\pi Pr},\qquad K\to\frac{\Phi_0}{\pi\mu_0Pr}.
\]

*Far from the vortex, \(x\gg1\).* The factor \(e^{-s}\) keeps \(s\) of order 1, so the root may be expanded:
\[
G\simeq\int_0^\infty e^{-s}\left(\frac1x-\frac{s^2}{2x^3}\right)ds=\frac1x-\frac1{x^3},\qquad F\simeq\frac1{x^2}.
\]
Therefore
\[
B_z\to\frac{\Phi_0P}{2\pi r^3},\qquad K\to\frac{\Phi_0}{\pi\mu_0r^2}.
\]

Thus \(P\) marks a change from one power law to another and is not an exponential decay length. The far current has a simple reading. Seen from a distance, the flux spreads evenly into the half-space above, with radial field \(\Phi_0/2\pi r^2\), and it converges in the same way from below. The field along the film thus jumps by \(\Phi_0/\pi r^2\), and Ampère's law requires a sheet current equal to this jump divided by \(\mu_0\).

For the flux, integrate the London equation of part (c) over a disc of radius \(r\). Stokes' theorem gives \(\Phi(r)+\frac{\mu_0P}{2}\,2\pi rK=\Phi_0\), so
\[
\Phi(r)=\Phi_0\left[1-xF(x)\right].
\]
At large \(r\) the missing fraction is \(P/r\), which again falls slowly.

As an independent test, the current was divided into circular loops and their vector potentials were summed. At \(x=0.3\), 1 and 4 the sum agreed with the potential required by the London relation to within one part in \(10^4\).

**(e) Real films have edges. How strongly does a disc of radius \(R\) screen a uniform perpendicular field \(B_0\), if no vortex has entered?**

**Solution.** The applied potential is \(A=B_0r/2\) around the axis. For \(R\ll P\) the potential made by the current is smaller than this by a factor of order \(R/P\), and to leading order it may be left out of the London relation:
\[
K=-\frac{2}{\mu_0P}\,\frac{B_0r}{2}=-\frac{B_0r}{\mu_0P}.
\]
A ring of width \(dr\) carries the current \(K\,dr\) and produces the field \(\mu_0K\,dr/2r\) at the centre. The change of the central field is
\[
\Delta B=\int_0^R\frac{\mu_0K}{2r}\,dr=-\frac{B_0R}{2P}.
\]
A disc much smaller than the Pearl length therefore hardly screens, although an infinite film would exclude a uniform field completely (\(S\to0\) as \(q\to0\)). For larger discs the potential of the current must be kept. The equation
\[
\frac{\mu_0P}{2}K(r)+A_{\rm self}(r)=-\frac{B_0r}{2}
\]
is then solved numerically with the disc divided into rings.

**(f) Evaluate these results for \(d=5\) nm and \(L=400\) nm, rough values typical of a niobium nitride film grown by atomic layer deposition. Take a coherence length of 5 nm, a critical temperature of 12 K and use at 4.2 K. Which neglected effects matter?**

**Solution.** The Pearl length is
\[
P=\frac{2\,(400\ \text{nm})^2}{5\ \text{nm}}=64000\ \text{nm}=64\ \mu\text{m},
\]
which is 160 times \(L\). Half of the applied field passes at a pattern period of \(2\pi P=402\ \mu\)m. For a period of 10 μm, \(Pq=2\pi\times64/10=40.2\), and the transmitted fraction is \(40.2/41.2=0.976\). For a period of 4000 μm, \(Pq=0.1005\) and the fraction is \(0.1005/1.1005=0.091\). The film is thus nearly transparent to micrometre patterns and screens patterns with periods of several millimetres well.

For the vortex the formulas of part (d) give:

| \(r\) (μm) | \(B_z\) (μT) | \(K\) (A/m) | flux within \(r\) |
|---|---|---|---|
| 0.40 | 12.4 | 20.3 | 0.61 % |
| 1.0 | 4.80 | 8.06 | 1.5 % |
| 64 | 0.0197 | 0.0689 | 46 % |
| 640 | 0.0000744 | 0.001245 | 90 % |

Within one London depth, the first row, lies less than 1 % of the flux. About half lies within one Pearl length, and a tenth is still outside ten Pearl lengths. At 1 μm the near law gives \(\Phi_0/2\pi Pr=5.14\) μT, about 7 % above the full value.

Three discs in a uniform field show the role of the edge. For \(R=5\) μm the weak-screening law gives a central field of \(1-5/128=0.961\) of the applied one, and the numerical solution gives 0.962. For \(R=64\) μm it is 0.65, and for \(R=640\) μm it is 0.13. Even ten Pearl lengths of radius leave more than a tenth of the field at the centre.

The neglected effects have the following sizes.

- **Thickness.** The largest relative correction to \(1/(Pq)\) is 0.0026 %.
- **Temperature.** If 400 nm is the value at zero temperature, the empirical two-fluid rule multiplies \(L^2\) by \(1/[1-(4.2/12)^4]\). This raises \(P\) by 1.5 %, to 65 μm. The figure depends on the rule: BCS theory for a dirty film gives between about 0.8 % and 2.1 % for a zero-temperature gap between 2.1 and 1.76 times \(k_BT_c\). By the same rule \(P\) grows without limit as the critical temperature is approached.
- **Vortex core.** The London relation fails within a few coherence lengths of the axis, where superconductivity is weakened. The sheet formula, stretched here to a distance equal to \(d\), places roughly 0.008 % of the flux within one coherence length. This is only an order of magnitude, but it suggests that the core hardly affects the flux balance at much larger distances.
- **Thermal vortex pairs.** A sheet current \(K\) exerts the force \(\Phi_0K\) on a vortex. With the near law, a vortex and an antivortex attract with the force \(U_0/r\), where \(U_0=\Phi_0^2/\pi\mu_0P=106\) meV. Pulling them apart by a factor \(e\) in distance costs \(U_0\), which is about 290 times the thermal energy of 0.36 meV. Thermally separated pairs can be neglected at 4.2 K.
- **Vortex entry.** For a disc cooled in the field, the scale is set by a guide field, the field \(\Phi_0/\pi R^2\) that puts a single flux quantum through it. It is 26 μT for \(R=5\) μm, 0.16 μT for 64 μm and 0.0016 μT for 640 μm. This is a scale and not a threshold. For \(R\ll P\) a vortex at the centre costs the energy \((U_0/2)\ln(R/\xi)\), with \(\xi\) the coherence length, and gains \(\Phi_0B_0R^2/2\mu_0P\) from the screening current of part (e). It therefore lowers the energy only above \((\Phi_0/\pi R^2)\ln(R/\xi)\), and for \(R\gg P\) the factor is larger still. With the values of \(P\) and \(\xi\) used here this field is roughly 190, 2 and 0.08 μT for the three discs. The actual trapping field depends on the temperature near the critical one at which vortices become pinned, and it is not computed here. A disc cooled before the field is applied can stay free of vortices to higher fields, which depend on its edge and are not treated here.

Set beside a real niobium nitride film, the chosen thickness, London depth and critical temperature are ordinary, but the London depth varies with composition, disorder and thickness. Since \(P\propto L^2\) at fixed \(d\), a value of \(L\) that is 10 % higher raises \(P\) by 21 %, far more than the thickness or temperature corrections above. Larger changes are possible. In a dirty film \(\mu_0L^2/d=\hbar R_s/\pi\Delta_0\), with \(R_s\) the normal sheet resistance and \(\Delta_0\) the gap, so the chosen values correspond to \(R_s\) of about 350 to 420 Ω. A film of the same thickness with a resistivity of 250 μΩ cm and a critical temperature of 10 K would have \(L\) near 500 nm and \(P\) near 100 μm. That the current responds locally to the vector potential is an assumption of the model and is not tested here. The assumption that a small device breaks most strongly is infinite width: for a uniform field, the central field of the 5 μm disc is 96 % of the applied one instead of zero. In wide films cooled in a field, vortices are hard to avoid, because the guide field is so small. Once vortices are present, their fields must be added to the screened applied field; the form found in part (d) can be relied on only at distances from a vortex that are much smaller than its distance to the nearest edge. The remaining digits are given in the numerical output.

## Calculated quantities

```
film thickness d = 5.0 nm
London depth L (zero temperature) = 400 nm
coherence length = 5.0 nm
temperature of use = 4.2 K, critical temperature = 12.0 K
flux quantum = 2.0678e-15 Wb
d/L = 0.0125
Pearl length P = 64.00 um = 64000 nm
P/L = 160.0
pattern period with half transmission = 402.1 um
period 10.0 um: transmitted fraction thin 0.97574, full slab 0.97573
period 402.1 um: transmitted fraction thin 0.50000, full slab 0.49999
period 4000.0 um: transmitted fraction thin 0.09135, full slab 0.09135
vortex at r = 0.40 um: B_z = 1.244e+01 uT, K = 2.033e+01 A/m, flux inside = 0.614 %
vortex at r = 1.00 um: B_z = 4.798e+00 uT, K = 8.061e+00 A/m, flux inside = 1.504 %
vortex at r = 64.00 um: B_z = 1.972e-02 uT, K = 6.891e-02 A/m, flux inside = 46.114 %
vortex at r = 640.00 um: B_z = 7.440e-05 uT, K = 1.245e-03 A/m, flux inside = 90.265 %
disc R = 5 um: R/P = 0.0781, central/applied field = 0.9622
  one flux quantum through this disc: 2.633e+01 uT
disc R = 64 um: R/P = 1.0000, central/applied field = 0.6518
  one flux quantum through this disc: 1.607e-01 uT
disc R = 640 um: R/P = 10.0000, central/applied field = 0.1297
  one flux quantum through this disc: 1.607e-03 uT
weak-screening estimate for R = 5 um: 0.9609
largest finite-thickness correction = 0.00260 %
two-fluid rise of P at 4.2 K = 1.52 %
two-fluid P at 4.2 K = 64.98 um
flux within one coherence length = 0.00781 %
vortex pair energy scale = 105.6 meV
thermal energy kT = 0.362 meV
pair energy scale / kT = 292
```
